# Hall effect and zero magnetoresistance in a parabolic band with constant τ: test program

```python
"""
Result under test: electrons (charge -e) in one parabolic band with constant
relaxation time tau obey  E = rho0 j + (1/(n e)) j x B,  rho0 = m/(n e^2 tau).
Thus R_H = E_y/(j_x B) = -1/(n e), and rho_xx does not depend on B.
Symbols: n density, m band mass, f0 Fermi function, g = f - f0,
beta = e B tau/m, sigma0 = 1/rho0, B along z. SI units unless stated.
The independent road follows electron orbits numerically and sums over f0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

e, hbar, kB = const.e, const.hbar, const.k

# ---- chosen model parameters
n = 1e24
mass_ratio = 0.1
m = mass_ratio * const.m_e
tau = 1e-12
T = 300.0
fields = [0.5, 1.0, 3.0]
width, thickness, current = 1e-3, 1e-4, 1e-3
kT = kB * T

# ---- derived formulas
sigma0 = n * e**2 * tau / m
rho0 = 1 / sigma0
R_H = -1 / (n * e)
mobility = e * tau / m


def field_from_current(j, B):
    return rho0 * j + np.cross(j, [0.0, 0.0, B]) / (n * e)


# ---- test: g satisfies the linearized kinetic equation (units e = m = kT = 1)
def fermi_scaled(p):
    return 1 / (np.exp(p @ p / 2 - 0.7) + 1)


def gradient(func, p, h=1e-4):
    return np.array([(func(p + h * d) - func(p - h * d)) / (2 * h)
                     for d in np.eye(3)])


E_s, B_s, tau_s = np.array([0.4, -0.7, 0.3]), 1.3, 1.7
b = B_s * tau_s
A_s = np.array([(E_s[0] - b * E_s[1]) / (1 + b * b),
                (E_s[1] + b * E_s[0]) / (1 + b * b), E_s[2]])


def g_scaled(p):
    f = fermi_scaled(p)
    return -tau_s * f * (1 - f) * (p @ A_s)


for p in np.random.default_rng(1).normal(size=(20, 3)):
    drive = -E_s @ gradient(fermi_scaled, p)
    magnetic = -np.cross(p, [0, 0, B_s]) @ gradient(g_scaled, p)
    assert abs(drive + magnetic + g_scaled(p) / tau_s) < 1e-6

# ---- Fermi level from the density; energy = kT u^2
dos_factor = (2 * m * kT / hbar**2)**1.5 / (2 * np.pi**2)


def density(eta):
    return dos_factor * quad(
        lambda u: 2 * u * u / (np.exp(u * u - eta) + 1), 0, 7,
        epsabs=1e-12, epsrel=1e-11)[0]


eta = brentq(lambda x: density(x) / n - 1, -10, 10, xtol=1e-12)

# ---- quadrature points in velocity space: energy shells times directions
x, w = np.polynomial.legendre.leggauss(32)
u_nodes, u_weights = 3.25 * (x + 1), 3.25 * w
cosines, cos_weights = np.polynomial.legendre.leggauss(4)
angles = 2 * np.pi * np.arange(8) / 8
U, C, PHI = np.meshgrid(u_nodes, cosines, angles, indexing="ij")
WU, WC, _ = np.meshgrid(u_weights, cos_weights / 2, angles, indexing="ij")
S = np.sqrt(1 - C**2)
velocity = (np.sqrt(2 * kT / m) * U[..., None] * np.stack(
    [S * np.cos(PHI), S * np.sin(PHI), C], axis=-1)).reshape(-1, 3)
U = U.ravel()
state_weight = dos_factor * 2 * U**2 * (WU * WC / 8).ravel()
f0 = 1 / (np.exp(U**2 - eta) + 1)
minus_df0 = f0 * (1 - f0) / kT

# ---- test: velocity moment of -f0' equals n/m times the unit matrix
moment = np.einsum("a,ai,aj->ij", state_weight * minus_df0, velocity, velocity)
assert np.allclose(moment * m / n, np.eye(3), atol=1e-7)

CROSS_Z = np.array([[0.0, -1.0, 0.0], [1.0, 0.0, 0.0], [0.0, 0.0, 0.0]])


def orbit_average(v_start, rate, push, span=32.0, steps=1600):
    """Integral of exp(-s) v(s) ds, where dv/ds = rate (v x z) + push."""
    h = span / steps

    def slope(v):
        return rate * (v @ CROSS_Z) + push

    v = v_start.copy()
    total = v / 3
    for i in range(1, steps + 1):
        k1 = slope(v)
        k2 = slope(v + h / 2 * k1)
        k3 = slope(v + h / 2 * k2)
        k4 = slope(v + h * k3)
        v = v + h / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        simpson = 1 / 3 if i == steps else (4 / 3 if i % 2 else 2 / 3)
        total += simpson * np.exp(-i * h) * v
    return h * total


def orbit_conductivity(B, tau_of_state):
    """Conductivity tensor from past orbits; also returns the path vectors."""
    t = tau_of_state[:, None]
    path = t * orbit_average(velocity, e * B * t / m, 0.0)
    sigma = e**2 * np.einsum("a,ai,aj->ij", state_weight * minus_df0,
                             velocity, path)
    return sigma, path


# ---- test: orbit conductivity, inverted, against the derived resistivity
constant_tau = np.full(len(U), tau)
j_density = current / (width * thickness)
j_vec = np.array([j_density, 0.0, 0.0])
rows, worst_rho, worst_hall, worst_g = [], 0.0, 0.0, 0.0
for B in fields:
    beta = mobility * B
    sigma, path = orbit_conductivity(B, constant_tau)
    rho = np.linalg.inv(sigma)
    derived = np.column_stack([field_from_current(d, B) for d in np.eye(3)])
    assert np.allclose(rho / rho0, derived / rho0, atol=5e-5)
    assert abs(sigma[0, 0] / sigma0 * (1 + beta**2) - 1) < 5e-5
    worst_rho = max(worst_rho, abs(rho[0, 0] / rho0 - 1))
    worst_hall = max(worst_hall, abs(rho[1, 0] / B / R_H - 1))
    # at fixed current the distribution must equal the one without B
    with_B = path @ field_from_current(j_vec, B)
    without_B = tau * velocity @ (rho0 * j_vec)
    change = np.max(np.abs(with_B - without_B)) / np.max(np.abs(without_B))
    assert change < 5e-5
    worst_g = max(worst_g, change)
    rows.append((B, beta, sigma[0, 0] / sigma0, hbar * e * B / m / kT))
assert worst_rho < 5e-5 and worst_hall < 5e-5

# ---- test: the law holds for a strong electric field, to all orders in E
E_strong, B_strong = np.array([3e5, -1e5, 5e4]), 1.0
v_mean_path = orbit_average(velocity, -mobility * B_strong,
                            -mobility * E_strong)
drift = (state_weight * f0) @ v_mean_path / n
E_back = field_from_current(-n * e * drift, B_strong)
strong_error = np.linalg.norm(E_back - E_strong) / np.linalg.norm(E_strong)
assert strong_error < 5e-5
thermal_speed = np.sqrt((state_weight * f0) @ np.sum(velocity**2, axis=1) / n)
speed_ratio = np.linalg.norm(drift) / thermal_speed
assert speed_ratio > 0.1

# ---- test: energy-dependent tau = tau0 sqrt(energy/kT) breaks the result
varying_tau = tau * U
rho_zero = np.linalg.inv(orbit_conductivity(0.0, varying_tau)[0])
rho_one = np.linalg.inv(orbit_conductivity(1.0, varying_tau)[0])
magnetoresistance = rho_one[0, 0] / rho_zero[0, 0] - 1
hall_factor = rho_one[1, 0] / R_H
assert magnetoresistance > 0.01
assert abs(hall_factor - 1) > 1e-3

# ---- worked example at 1 T
E_bar = field_from_current(j_vec, 1.0)
hall_angle = np.degrees(np.arctan2(abs(E_bar[1]), E_bar[0]))

print(f"density n = {n:.3e} m^-3")
print(f"band mass / electron mass = {mass_ratio:.2f}")
print(f"relaxation time tau = {tau:.2e} s")
print(f"temperature T = {T:.0f} K")
print(f"Fermi level above band bottom / kT = {eta:.4f}")
print(f"mobility e tau/m = {mobility:.4f} m^2/(V s)")
print(f"sigma0 = {sigma0:.4e} S/m")
print(f"rho0 = {rho0:.4e} ohm m")
print(f"R_H = -1/(n e) = {R_H:.4e} m^3/C")
print("Per field: B, beta, sigma_xx/sigma0 (orbits), hbar omega_c/kT")
for B, beta, ratio, quantum in rows:
    print(f"  {B:.1f} T   {beta:.4f}   {ratio:.5f}   {quantum:.4f}")
print(f"largest |rho_xx/rho0 - 1|, orbits = {worst_rho:.1e}")
print(f"largest relative error of R_H, orbits = {worst_hall:.1e}")
print(f"largest relative change of g at fixed j = {worst_g:.1e}")
print("Bar at B = 1 T:")
print(f"  width = {width*1e3:.2f} mm, thickness = {thickness*1e3:.2f} mm")
print(f"  current = {current*1e3:.2f} mA")
print(f"  current density j_x = {j_density:.3e} A/m^2")
print(f"  E_x = {E_bar[0]:.5f} V/m")
print(f"  E_y = {E_bar[1]:.5f} V/m")
print(f"  Hall voltage size |E_y| width = {abs(E_bar[1])*width*1e6:.3f} uV")
print(f"  Hall angle size = {hall_angle:.2f} degrees")
print("Strong electric field at B = 1 T:")
print(f"  size of E = {np.linalg.norm(E_strong):.3e} V/m")
print(f"  drift speed / rms equilibrium speed = {speed_ratio:.3f}")
print(f"  relative error of the resistivity law = {strong_error:.1e}")
print("Contrast, tau = (1 ps) sqrt(energy/kT), B = 1 T:")
print(f"  rho_xx(B)/rho_xx(0) - 1 = {magnetoresistance:.4f}")
print(f"  Hall coefficient / (-1/(n e)) = {hall_factor:.4f}")
print("no test failed")
```

Printed output:

```
density n = 1.000e+24 m^-3
band mass / electron mass = 0.10
relaxation time tau = 1.00e-12 s
temperature T = 300 K
Fermi level above band bottom / kT = 0.6692
mobility e tau/m = 1.7588 m^2/(V s)
sigma0 = 2.8179e+05 S/m
rho0 = 3.5487e-06 ohm m
R_H = -1/(n e) = -6.2415e-06 m^3/C
Per field: B, beta, sigma_xx/sigma0 (orbits), hbar omega_c/kT
  0.5 T   0.8794   0.56390   0.0224
  1.0 T   1.7588   0.24429   0.0448
  3.0 T   5.2765   0.03467   0.1343
largest |rho_xx/rho0 - 1|, orbits = 2.7e-06
largest relative error of R_H, orbits = 1.5e-06
largest relative change of g at fixed j = 1.5e-06
Bar at B = 1 T:
  width = 1.00 mm, thickness = 0.10 mm
  current = 1.00 mA
  current density j_x = 1.000e+04 A/m^2
  E_x = 0.03549 V/m
  E_y = -0.06242 V/m
  Hall voltage size |E_y| width = 62.415 uV
  Hall angle size = 60.38 degrees
Strong electric field at B = 1 T:
  size of E = 3.202e+05 V/m
  drift speed / rms equilibrium speed = 0.708
  relative error of the resistivity law = 5.0e-09
Contrast, tau = (1 ps) sqrt(energy/kT), B = 1 T:
  rho_xx(B)/rho_xx(0) - 1 = 0.0700
  Hall coefficient / (-1/(n e)) = 1.0108
no test failed
```
